Why steep repulsive anion curves give wide electron attachment peaks

**1. A frozen bond and a straight anion curve**

A slow electron meets a molecule with one bond that matters. Let x be the stretch of that bond from the minimum of the neutral potential V₀, and let V₋(x) be the energy of the molecule with the electron attached. Both are measured from the neutral minimum. Near x = 0 the anion curve is repulsive and, for the moment, straight:

V₋(x) = V_v − F x, F > 0.

V_v is the vertical attachment energy and F the slope. Suppose that the nuclei are too heavy to move during attachment, but that their position is uncertain, with the Gaussian density

|χ₀(x)|² = exp(−x²/2σ²) / (σ√(2π)).

If the neutral potential energy is ignored as well, a molecule with stretch x accepts an electron of energy ε = V_v − F x. An interval dx of stretch becomes an interval dε = F dx of electron energy, so the distribution of accepted energies is

P(ε) = |χ₀(x)|² / F, with x = (V_v − ε)/F.

This is a Gaussian of standard deviation Fσ. It falls to half its height where (ε − V_v)² = 2 ln 2 · (Fσ)², so its full width at half maximum is

FWHM = 2√(2 ln 2) Fσ ≈ 2.355 Fσ.

The anion curve acts as a sloping mirror that turns a spread of positions into a spread of energies, hence the name reflection principle. The width depends on a product: a steep curve does nothing for a sharply localized bond, and a spread-out bond gives no reflected width on a flat curve.

The example is a model carbon-chlorine bond with reduced mass μ = 10 u, vibrational quantum ħω = 0.09 eV, V_v = 3.2 eV and F = 80 eV/nm. The harmonic ground state has

σ² = ħ/(2μω) = ħ²/(2μħω), which gives σ = 0.00482 nm.

Then Fσ = 80 × 0.00482 = 0.386 eV, and the predicted FWHM is 0.908 eV, ten times the vibrational quantum. A standard deviation of five thousandths of a nanometre in position has become one of almost 0.4 eV in energy.

The frozen picture leaves out the nuclear kinetic energy, the neutral potential energy, the bend of the anion curve and the loss of the electron before the bond breaks. The following sections add these in turn.

**2. The width without freezing the nuclei**

Let H₀ = T + V₀ be the neutral vibrational Hamiltonian, with H₀χ₀ = E₀χ₀, and let H₋ = T + V₋ be that of the anion. To leading order in an attachment coupling that does not depend on x, the attachment probability at energy ε is proportional to the weight of χ₀ on anion states of total energy ε + E₀:

P(ε) = ⟨χ₀| δ(ε + E₀ − H₋) |χ₀⟩.

This is the Franck-Condon distribution, normalized to one. Its moments follow by integrating over the delta function:

∫ εⁿ P(ε) dε = ⟨χ₀| (H₋ − E₀)ⁿ |χ₀⟩.

Define the gap ΔV(x) = V₋(x) − V₀(x). Since H₋ = H₀ + ΔV and (H₀ − E₀)χ₀ = 0,

(H₋ − E₀)χ₀ = ΔV χ₀.

The kinetic energy has dropped out. Using this once gives the mean; using it on both sides of the scalar product gives the second moment:

mean = ⟨ΔV⟩,
second moment = ⟨ΔV χ₀|ΔV χ₀⟩ = ⟨ΔV²⟩.

The variance of the electron energies is therefore the variance of the gap over the neutral density. No semiclassical approximation was made, so the nuclei may move as they like.

This also makes the causal statement precise. The peak is wide because χ₀ is not an eigenstate of H₋ but a superposition of many of its energy states. The reflection principle is an approximate picture of that superposition, and the steep gap is what makes the superposition wide.

If several independent vibrations x_j have straight slopes F_j, the variance of Σ F_j x_j is Σ (F_jσ_j)². Further modes then add in quadrature. The example keeps one.

**3. What remains on a flat curve**

Take a harmonic neutral, V₀ = ½Kx² with K = μω², and keep the anion curve straight. From the formula for σ²,

Kσ² = μω² · ħ/(2μω) = ħω/2.

The gap is ΔV = V_v − F x − ½Kx². For a Gaussian ⟨x⟩ = ⟨x³⟩ = 0, ⟨x²⟩ = σ² and ⟨x⁴⟩ = 3σ⁴. Hence

mean = V_v − ½Kσ² = V_v − ħω/4.

In the variance the cross term between x and x² vanishes, because it contains odd powers. The rest is

variance = F²σ² + ¼K²(3σ⁴ − σ⁴)
= F²σ² + ½(Kσ²)²
= F²σ² + (ħω)²/8.

The first term is the reflected position spread. The second survives at F = 0. On a flat curve the fragments are free, and the final energy depends on the kinetic energy that χ₀ already had. Its mean is ⟨T⟩ = ħω/4. For a Gaussian momentum distribution the variance of p² is 2⟨p²⟩², so the variance of p²/2μ is 2⟨T⟩² = (ħω)²/8, the same term.

For the example, F²σ² = 0.1486 eV² and (ħω)²/8 = 0.0010 eV². The standard deviation rises from 0.3855 to 0.3868 eV, which is negligible. On a shallow curve the balance changes. With F = 8 eV/nm, Fσ is 0.0386 eV while the full calculation gives 0.0497 eV, 29 % more; the straight-curve formula gives 0.0500 eV. The simple width law needs (Fσ)² to be large compared with (ħω)²/8, which is certainly so when Fσ is large compared with ħω. This is the quantitative meaning of "steep".

**4. The bend of the anion curve**

A repulsive curve levels off as the fragments separate. The example uses

V₋(x) = V_v exp(−βx), with F = βV_v,

so that β = 80/3.2 = 25 nm⁻¹. Write s = βσ = 0.12. The averages needed are

⟨exp(−βx)⟩ = exp(s²/2),
⟨exp(−2βx)⟩ = exp(2s²),
⟨x² exp(−βx)⟩ = (σ² + β²σ⁴) exp(s²/2).

The last one holds because the factor exp(−βx) moves the centre of the Gaussian to −βσ² without changing its width. The mean is

mean = V_v exp(s²/2) − ħω/4.

The bend raises it by 0.023 eV and the neutral potential energy lowers it by 0.0225 eV. That the mean, 3.201 eV, lies so close to V_v is a near cancellation for these parameters.

The variance has three parts. That of V₋ is V_v²[exp(2s²) − exp(s²)]. The covariance of V₋ with V₀ is ½K V_v β²σ⁴ exp(s²/2) = ½V_v(ħω/2)s² exp(s²/2), and it enters with factor −2. The variance of V₀ is (ħω)²/8. Together,

variance = V_v² exp(s²)[exp(s²) − 1] − ½V_v ħω s² exp(s²/2) + (ħω)²/8.

For small s the first term becomes V_v²s² = F²σ². The full expression gives a standard deviation of 0.3883 eV, in agreement with the energy distribution computed from the outgoing-wave Green function of H₋.

In this family of curves F and σ enter the variance through s = Fσ/V_v alone, once V_v and ħω are fixed. Two comparisons, both at fixed V_v and ħω, show it. Halving the slope to 40 eV/nm at 10 u gives 0.1945 eV. Keeping 80 eV/nm and raising the mass to 40 u halves σ and gives 0.1945 eV again. (The heavier bond has four times the force constant, since its quantum is unchanged.) Either factor of the product can narrow the peak.

At 160 eV/nm the standard deviation is 0.801 eV, 3.8 % above Fσ. Here s = 0.24, and the growth of the first variance term beyond V_v²s² more than accounts for the excess; the covariance with V₀ takes a little of it back. "Steep" must therefore be joined by "nearly straight across the spread", s ≪ 1.

**5. The shape, and where reflection fails**

With the neutral potential included, the reflection map reads

P(ε) ≈ |χ₀(x)|² / |ΔV′(x)|, at ΔV(x) = ε,

where ΔV must be monotonic over the region that matters, so that each ε belongs to one x. By construction it has the moments of ΔV, so its mean and variance are right. The third moment is the first place where it can fail.

Let m be the mean, g = ΔV − m and A = H₋ − E₀ − m = (H₀ − E₀) + g. Then Aχ₀ = gχ₀, and the third central moment is

⟨χ₀|A³|χ₀⟩ = ⟨gχ₀|A|gχ₀⟩ = ⟨g³⟩ + ⟨gχ₀|(H₀ − E₀)|gχ₀⟩.

In the last term the part of T that acts on χ₀ alone combines with V₀ − E₀ to zero. What remains is

(H₀ − E₀)gχ₀ = −(ħ²/2μ)(g″χ₀ + 2g′χ₀′).

Multiplied by gχ₀, the bracket becomes g(g′χ₀²)′. Integration by parts, with vanishing boundary terms, gives

third central moment = ⟨g³⟩ + (ħ²/2μ)⟨g′²⟩.

The map has the first term and misses the second. For a nearly constant gap slope −F the missing term is ħ²F²/2μ = ħω σ²F². Divided by (Fσ)³ it becomes

missing skewness ≈ ħω/(Fσ) = 0.23.

The computed skewness of the example is 0.246, whereas the gap average alone gives 0.014. That the latter is so small has a simple origin: the curvature of the anion curve at x = 0, Fβ = 2000 eV/nm², almost equals the neutral force constant, 1938 eV/nm². The gap is therefore nearly straight, and its distribution nearly symmetric.

The skewness moves the maximum. A weakly skewed Gaussian in z = (ε − m)/Δ, with standard deviation Δ and skewness γ, is proportional to exp(−z²/2)[1 + (γ/6)(z³ − 3z)]. Near z = 0 its logarithm has slope −z − γ/2, so the maximum lies at z ≈ −γ/2. That is 0.048 eV below the mean, at 3.153 eV; the computed peak is at 3.155 eV. The computed FWHM is 0.903 eV, within 1 % of the frozen-bond value.

The error of the map, taken as the largest deviation relative to the peak height, falls from 12.8 % to 5.6 % and 3.6 % as the slope rises from 40 to 80 and 160 eV/nm. Over this range a steeper curve makes reflection more accurate as well as the peak wider.

Another variant, labelled "common map" in the output, sets V₋(x) = ε + E₀, as if the nuclei started at rest on the anion curve. Its mean is ⟨V₋⟩ − E₀ instead of ⟨V₋⟩ − ⟨V₀⟩. The difference is E₀ − ⟨V₀⟩ = ⟨T⟩ = ħω/4, so this variant is 0.0225 eV too low. Its largest error is 6.7 % of the peak height.

**6. The same width seen in time**

The overlap of the evolving anion state with the initial state is the Fourier transform of P:

C(t) = ⟨χ₀| exp[−i(H₋ − E₀)t/ħ] |χ₀⟩ = ∫ P(ε) exp(−iεt/ħ) dε.

For a Gaussian of standard deviation Fσ, |C(t)| = exp[−(Fσt/ħ)²/2]. The overlap falls to exp(−1/2) = 0.607 at

t = ħ/(Fσ) = 1.7 fs.

The computed distribution gives 0.605. A classical bond starting at rest moves in this time by

½(F/μ)t² = ħ²/(2μFσ²) = ħω/F = 0.0011 nm,

where ħ²/2μ = ħωσ² was used. This is 23 % of σ, and the ratio is again ħω/(Fσ). The overlap is lost mainly because points of χ₀ at different x acquire different phases Fxt/ħ, before the fragments have separated. The vibrational period is 46 fs, and on a repulsive curve the packet does not return, so no vibrational progression appears.

**7. Corrections from the neutral molecule**

Temperature widens the position spread. Level n of the oscillator has ⟨x²⟩ = (2n + 1)σ², and the thermal mean of n is 1/[exp(ħω/k_BT) − 1]. Therefore

σ_T² = σ² coth(ħω/2k_BT).

At 300 K, σ_T exceeds σ by 3.1 %, and the reflected width grows by the same fraction.

Real bonds are also anharmonic. A Morse neutral with a well depth D = 3.6 eV and the same force constant gives a standard deviation of 0.385 eV, 1 % less, and a mean of 3.155 eV, 0.046 eV lower. The shift comes from a longer average bond. To leading order V₀ = ½Kx² − ½Kax³, with a = √(K/2D) = 16.4 nm⁻¹. In a stationary state the mean force is zero, so

K⟨x⟩ = (3/2)Ka⟨x²⟩, or ⟨x⟩ = (3/2)aσ² = 0.00057 nm.

Multiplied by F this is 0.046 eV. In this example anharmonicity displaces the mean and hardly changes the standard deviation.

**8. From attachment to the ion yield**

An experiment that counts negative fragments does not record P(ε). The electron can leave again while the anion energy still lies above the neutral energy. Let Γ(x)/ħ be the rate of this autodetachment. In the local complex potential model the anion amplitude ξ obeys

(ε + E₀ − H₋ + iΓ/2) ξ = √(Γ/2π) χ₀,

with an outgoing wave at large x. The source describes capture, and the imaginary potential describes loss. If v is the fragment speed at large x, J = ħv|ξ|² is the dimensionless outgoing flux, and the dissociative cross section is

σ_DEA = (2π²/k²) J, k² = 2m_e ε/ħ²,

for a statistical factor of one.

The prefactor can be checked in the limit of a small, constant Γ. Without loss, the flux is −2 Im⟨source|ξ⟩. Since the imaginary part of 1/(E − H₋ + i0) is −πδ(E − H₋), this equals 2π(Γ/2π)P = ΓP, and σ_DEA = 2π²ΓP/k². A single narrow resonance at ε_r has the capture cross section (π/k²)Γ²/[(ε − ε_r)² + Γ²/4]. Its integral over energy is (π/k²)Γ² · 2π/Γ = 2π²Γ/k², which is the same result.

The loss can be estimated classically. Starting at the turning point x_t, where V₋ = ε + E₀, the anion moves to the crossing x_c, where V₋ = V₀ and autodetachment ends. Its probability decays at the rate Γ/ħ, and dt = dx/v(x), with v(x) now the local speed, so

S(ε) = exp[−∫ Γ(x) dx / ħv(x)], from x_t to x_c.

In the example x_c = 0.0364 nm (the output lists the first grid point beyond it, 0.0365 nm). The width follows the p-wave threshold power, Γ(x) = Γ_v(ΔV/V_v)^(3/2) where the gap is positive, and zero beyond. For Γ_v = 0.1 eV and ε = 3.2 eV the formula gives S = 0.385. The wave equation gives 0.389, found by comparing its flux with and without loss for the same source. Both values use the harmonic neutral, which is too steep so far from its minimum. The Morse curve of section 7 moves the crossing to 0.046 nm and lowers the classical S to 0.37. When loss is strong, the yield depends more heavily on this choice.

With everything else held fixed, the ion yield behaves as follows:

Γ_v = 0.001 eV: peak 3.18 eV, FWHM 0.91 eV, maximum 2.4×10⁻¹⁸ cm²
Γ_v = 0.1 eV: peak 3.11 eV, FWHM 0.90 eV, maximum 9.7×10⁻¹⁷ cm²
Γ_v = 0.3 eV: peak 2.99 eV, FWHM 0.875 eV, maximum 5.3×10⁻¹⁷ cm²
Γ_v = 1 eV: peak 2.66 eV, FWHM 0.83 eV, maximum 1.4×10⁻¹⁸ cm²

The first line has almost no loss, yet its peak lies 0.02 eV above that of P(ε). Capture contributes roughly ε^(3/2) and the prefactor 1/ε, together √ε. A slowly varying factor f shifts a Gaussian peak by Δ² d(ln f)/dε, here 0.151 × 0.5/3.2 = 0.024 eV.

Loss then moves the peak down. A low-energy electron attaches at a larger stretch, nearer the crossing and where Γ is smaller, so its anion survives better. The maximum cross section first rises with Γ_v, because capture grows, and then falls, because survival decreases nearly exponentially.

Loss does not broaden the ion peak in these four cases; it narrows it slightly. A survival factor purely exponential in ε would shift a Gaussian without changing its width. But P is skewed. For the weakly skewed Gaussian of section 5, the second derivative of ln P with respect to z is −1 + γz to first order in γ. With γ > 0 the distribution is more sharply curved at lower energies, so a peak that moves down becomes narrower. The curvature of ln S works the other way. At Γ_v = 1 eV it is positive, about 1.3 eV⁻² at the peak. Skew with a purely exponential survival would give 0.77 eV, while the actual S acting on a symmetric Gaussian would widen it from 0.91 to 1.0 eV. The slight narrowing to 0.83 eV is the net of the two and relies on the skew of this example. A wide ion-yield peak therefore need not signal a short anion lifetime.

**9. The weights, and the resist film**

For the variance of P(ε) in the example, the reflected spread supplies 0.1486 eV², the initial kinetic energy 0.0010 eV², and the bend of the anion curve, including its covariance with V₀, 0.0012 eV². Reflection thus accounts for nearly 99 % of the variance of P, which is the limit of vanishing Γ. The total capture profile −2 Im⟨source|ξ⟩, which also counts anions that lose the electron again, is broadened by the lifetime: its FWHM is 0.91, 0.97, 1.1 and 1.6 eV for the four values of Γ_v. Peak position is less secure: going from Γ_v = 0.001 to 1 eV moves it by 0.52 eV, more than the whole standard deviation of P.

The parameters represent a chlorinated resist component only roughly. A carbon-chlorine stretch has a quantum somewhat below 0.1 eV, and 10 u is close to the reduced mass of a methyl-sized group against chlorine. A vertical energy of about 3 eV suits a simple saturated chloride better than an aromatic or heavily chlorinated molecule, where attachment can lie lower. The slope and Γ_v are model choices, so the cross sections are not predictions for a named compound. The resonance of methyl chloride is a few eV wide, beyond the range of the table. With Γ_v = 3 eV the model gives a capture profile 3.3 eV wide and a yield peak at 2.15 eV of only 1.6×10⁻²¹ cm². Excited levels then survive much better, so at 300 K that maximum is 45 % higher, although the width grows by only 3 %.

One assumption that a film clearly breaks is isolation. The electronic polarization of the surroundings stabilizes the anion. For a charge in a sphere of radius r and fast relative permittivity κ, the Born estimate is

energy lowering = e²/(8πε₀r) · (1 − 1/κ),

where ε₀ is the vacuum permittivity. With r = 0.3 nm and κ = 2.5 this is about 1.4 eV, which would bring the mean attachment energy, measured from the vacuum level, from 3.2 to about 1.8 eV. For an electron already moving in the film, its own energy level there must also be taken into account. The result scales as 1/r and is crude for a molecule. A uniform lowering leaves ΔV′ unchanged, and with it the width of P. It also brings the crossing to a shorter stretch, so survival and ion yield must be recalculated.

Site-to-site variation of the polarization, if independent of x, adds its variance to that of P. For an assumed standard deviation of 0.2 eV, the total is √(0.388² + 0.2²) = 0.44 eV. Nonlocal capture, in which the coupling depends on the electron energy as well as on x, is also outside this model.

For bond breaking by the low-energy secondary electrons in an exposed resist, the overlap of the cross section with the electron spectrum matters more than the peak height. If that spectrum is flat across the peak, broadening at fixed area leaves the number of broken bonds unchanged. If it varies strongly there, the position of the peak matters, and in general so does its width. For a linear variation with the mean held fixed, the width has no effect. The computed values are collected in the numerical output below.

Computed results

```
reduced mass 10.0 u; vibrational quantum 0.090 eV
vertical energy 3.20 eV; slope F 80.0 eV/nm
anion decay constant beta 25.00 1/nm
force constant 1937.7 eV/nm^2
position spread sigma 0.004819 nm
F*sigma 0.3855 eV; quantum/(F*sigma) 0.2334
Gaussian FWHM from F*sigma 0.9078 eV
slope 8 eV/nm: F*sigma 0.0386 eV, computed deviation 0.0497 eV, ratio 1.289
  straight-curve formula at this slope 0.0500 eV
slope 40 eV/nm: F*sigma 0.1928 eV, computed deviation 0.1945 eV, ratio 1.009
  largest reflection-map error 12.77 % of peak height
slope 80 eV/nm: F*sigma 0.3855 eV, computed deviation 0.3883 eV, ratio 1.007
  largest reflection-map error 5.63 % of peak height
slope 160 eV/nm: F*sigma 0.7710 eV, computed deviation 0.8007 eV, ratio 1.038
  largest reflection-map error 3.55 % of peak height
example: mean 3.2008 eV, average of gap 3.2008 eV
example: deviation 0.3883 eV, from gap 0.3883 eV
example: straight-curve deviation 0.3868 eV
example: peak 3.155 eV, FWHM 0.903 eV
third moment/deviation^3: computed 0.2458
  gap average alone 0.0140, with kinetic term 0.2458
common map: mean 3.1783 eV, too low by 0.0225 eV
common map: largest error 6.74 % of peak height
time hbar/(F*sigma) 1.707 fs; overlap then 0.6052
vibrational period 46.0 fs
bond movement in that time 0.001125 nm
mass 40 u, same slope: sigma 0.002410 nm, deviation 0.1945 eV
spread at 300 K / ground-state spread 1.0313
Morse neutral, depth 3.6 eV: mean 3.1550 eV, deviation 0.3846 eV
curve crossing at stretch 0.0365 nm
Gamma 0.001 eV: yield peak 3.175 eV, FWHM 0.906 eV, section 2.40e-18 cm2
  survival at 3.2 eV: 9.905e-01
Gamma 0.100 eV: yield peak 3.112 eV, FWHM 0.895 eV, section 9.66e-17 cm2
  survival at 3.2 eV: 3.887e-01
  classical survival there: 3.854e-01
Gamma 0.300 eV: yield peak 2.990 eV, FWHM 0.875 eV, section 5.25e-17 cm2
  survival at 3.2 eV: 6.205e-02
Gamma 1.000 eV: yield peak 2.655 eV, FWHM 0.825 eV, section 1.41e-18 cm2
  survival at 3.2 eV: 1.990e-04
Born shift, radius 0.3 nm, permittivity 2.5: 1.44 eV downward
```
